# How Pressure Sets the Tension of an Initially Unstretched Membrane: a numerical check

```python
"""
Result under test: a flat elastic film without initial tension, held at its
edge and loaded by pressure p, carries a tension N proportional to p^(2/3).
For a long strip of half-width a: N^3 = E' h p^2 a^2 / 6.

Symbols: E Young's modulus, nu Poisson ratio, E' = E/(1-nu^2), h thickness,
N force per unit length, stress = N/h, q = p a/(E' h) dimensionless load.
For the circle of radius a the load is q = p a/(E h).
In the scaled solvers lengths are in units of a, tensions in E' h (strip)
or E h (circle).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def inflate_chain(load, prestrain=0.0, bars=80):
    """Strip as a chain of elastic bars with exact geometry and normal pressure.
    Newton solution of nodal force balance; returns tension and midpoint sag."""
    rest = 2.0 / bars
    x = np.linspace(-1, 1, bars + 1)
    pos = np.column_stack([x, 0.5 * (1 - x**2)])
    half_push = 0.5 * load * np.array([[0.0, -1.0], [1.0, 0.0]])
    for _ in range(100):
        force = np.zeros(2 * bars + 2)
        jac = np.zeros((2 * bars + 2, 2 * bars + 2))
        tensions = []
        for b in range(bars):
            d = pos[b + 1] - pos[b]
            length = np.hypot(d[0], d[1])
            t = d / length
            tension = prestrain + length / rest - 1
            tensions.append(tension)
            tt = np.outer(t, t)
            stiff = tt / rest + tension / length * (np.eye(2) - tt)
            i, j = slice(2 * b, 2 * b + 2), slice(2 * b + 2, 2 * b + 4)
            push = half_push @ d
            force[i] += tension * t + push
            force[j] += -tension * t + push
            jac[i, i] += -stiff - half_push
            jac[i, j] += stiff + half_push
            jac[j, i] += stiff - half_push
            jac[j, j] += -stiff + half_push
        step = np.linalg.solve(jac[2:-2, 2:-2], -force[2:-2])
        if np.max(np.abs(step)) < 1e-10:
            return np.mean(tensions), pos[bars // 2, 1]
        pos[1:-1] += step.reshape(-1, 2)
    raise RuntimeError("chain did not converge")


def strip_tension(load):
    """Derived small-slope formula in units of E' h."""
    return (load**2 / 6) ** (1 / 3)


def arc_solution(load):
    """Finite-slope circular arc: returns tension / (E' h) and half-angle."""
    phi = brentq(lambda f: f - np.sin(f) - load, 1e-6, 1.5)
    return load / np.sin(phi), phi


def tension_with_initial(stretch_only, initial):
    """Root of N^2 (N - N0) = Ns^3, any common unit."""
    low = max(initial, 0.0)
    high = stretch_only + abs(initial)
    return brentq(lambda n: (n**2 * (n - initial)) / stretch_only**3 - 1,
                  low, high)


def local_exponent(n, n0):
    return 2 * (n - n0) / (3 * n - 2 * n0)


def circle_energy_solution(load, nu, terms=7):
    """Stationary membrane energy in a polynomial basis; centre tension/(E h)."""
    g, wt = np.polynomial.legendre.leggauss(40)
    x, wt = 0.5 * (g + 1), 0.5 * wt
    k = np.arange(terms)[:, None]
    shape = (1 - x**2) * x ** (2 * k)
    slope = 2 * k * x ** (2.0 * k - 1) - (2 * k + 2) * x ** (2.0 * k + 1)
    u_slope = shape + x * slope          # radial displacement basis is x*shape
    area = wt * x
    c, d = np.zeros(terms), np.zeros(terms)
    c[0] = 0.3
    m = 1 / (1 - nu**2)
    for _ in range(100):
        wp = c @ slope
        er, et = d @ u_slope + 0.5 * wp**2, d @ shape
        sr, st = m * (er + nu * et), m * (et + nu * er)
        grad = np.concatenate([
            (slope * (sr * wp) - load * shape) @ area,
            (u_slope * sr + shape * st) @ area])
        hcc = (slope * (area * (m * wp**2 + sr))) @ slope.T
        hcd = (slope * (area * m * wp)) @ (u_slope + nu * shape).T
        hdd = m * ((u_slope * area) @ (u_slope + nu * shape).T
                   + (shape * area) @ (shape + nu * u_slope).T)
        step = np.linalg.solve(np.block([[hcc, hcd], [hcd.T, hdd]]), -grad)
        c, d = c + step[:terms], d + step[terms:]
        if np.max(np.abs(step)) < 1e-10:
            return d[0] / (1 - nu)
    raise RuntimeError("circle did not converge")


def circle_coefficient(nu):
    """Centre value of N_r/(E h p^2 a^2)^(1/3) from the stress equation."""
    def edge_mismatch(centre):
        x0 = 1e-4
        start = [centre - x0**2 / (64 * centre**2), -x0 / (32 * centre**2)]
        sol = solve_ivp(lambda x, y: [y[1], -3 * y[1] / x - 1 / (8 * y[0]**2)],
                        (x0, 1), start, rtol=1e-9, atol=1e-11)
        return sol.y[1, -1] + (1 - nu) * sol.y[0, -1]
    return brentq(edge_mismatch, 0.36, 1.0)


def clamped_strip(load, h_over_a, cells=40000):
    """Finite-difference strip with bending and clamped edges.
    Returns tension/(E' h) and edge bending stress / membrane stress."""
    dx = 1 / cells
    x = np.linspace(0, 1, cells + 1)[1:-1]
    bend = h_over_a**2 / 12

    def slopes(n):
        band = np.full((3, cells - 1), bend / dx**2)
        band[1] = -2 * bend / dx**2 - n
        return solve_banded((1, 1), band, load * x)

    guess = strip_tension(load)
    n = guess * brentq(
        lambda r: 0.5 * dx * np.sum(slopes(r * guess)**2) / guess - r, 0.2, 3)
    s = slopes(n)
    edge_curvature = abs(-4 * s[-1] + s[-2]) / (2 * dx)
    return n, 0.5 * h_over_a * edge_curvature / n


def cubic_component(c12_like, shear_like, cubic_like, a, b, c, d):
    """Component of a cubic fourth-rank elastic tensor along unit vectors."""
    return (c12_like * (a @ b) * (c @ d)
            + shear_like * ((a @ c) * (b @ d) + (a @ d) * (b @ c))
            + cubic_like * np.sum(a * b * c * d))


def textured_modulus(c11, c12, c44, x, y):
    """Strip modulus E' for film axes x (across) and y (along), two ways."""
    x, y = x / np.linalg.norm(x), y / np.linalg.norm(y)
    z = np.cross(x, y)
    det = (c11 - c12) * (c11 + 2 * c12)
    s11, s12, s44 = (c11 + c12) / det, -c12 / det, 1 / c44
    comp = (s12, s44 / 4, s11 - s12 - s44 / 2)
    sxx = cubic_component(*comp, x, x, x, x)
    syy = cubic_component(*comp, y, y, y, y)
    sxy = cubic_component(*comp, x, x, y, y)
    from_compliance = 1 / (sxx - sxy**2 / syy)
    stiff = (c12, c44, c11 - c12 - 2 * c44)
    free = [(z, z), (x, z), (y, z)]      # stresses that vanish in a thin film
    mat = np.array([[cubic_component(*stiff, *r, *c) for c in free]
                    for r in free])
    vec = np.array([cubic_component(*stiff, x, x, *r) for r in free])
    from_stiffness = (cubic_component(*stiff, x, x, x, x)
                      - vec @ np.linalg.solve(mat, vec))
    return from_compliance, from_stiffness


# ---- rough typical values for a free-standing gold film -------------------
E, nu = 78e9, 0.44                       # Pa, dimensionless
h, a, p = 500e-9, 500e-6, 1e3            # m, m, Pa
residual = 10e6                          # Pa
yield_stress = 200e6                     # Pa
expansion_difference, warming = 1.2e-5, 5.0   # 1/K, K
c11, c12, c44 = 192e9, 163e9, 42e9       # Pa
MPa = 1e6
Ep = E / (1 - nu**2)
q = p * a / (Ep * h)

# ---- tests: strip ---------------------------------------------------------
n_low, _ = inflate_chain(1e-6)
n_high, _ = inflate_chain(1e-4)
chain_exponent = np.log(n_high / n_low) / np.log(100)
assert abs(chain_exponent - 2 / 3) < 1e-3
for load in (1e-2, 1e-4):                # tolerance: finite number of bars
    assert abs(inflate_chain(load)[0] / arc_solution(load)[0] - 1) < 3e-4
n_chain, sag_chain = inflate_chain(q)
n_strip = strip_tension(q)
sag = q / (2 * n_strip)
assert abs(n_chain / n_strip - 1) < 1e-3
assert abs(sag_chain / sag - 1) < 1e-3
n_double, _ = inflate_chain(2 * q)

# ---- tests: initial tension ----------------------------------------------
thermal = -E / (1 - nu) * expansion_difference * warming
for initial in (residual / Ep, thermal / Ep):
    n_num, _ = inflate_chain(q, initial)
    n_for = tension_with_initial(n_strip, initial)
    assert abs(n_num / n_for - 1) < 2e-3
    up, down = (inflate_chain(q * f, initial)[0] for f in (1.02, 0.98))
    slope_num = np.log(up / down) / np.log(1.02 / 0.98)
    assert abs(slope_num - local_exponent(n_for, initial)) < 3e-3

# ---- tests: circle --------------------------------------------------------
circle_low = circle_energy_solution(1e-5, nu)
circle_high = circle_energy_solution(1e-3, nu)
circle_exponent = np.log(circle_high / circle_low) / np.log(100)
coef_circle = circle_coefficient(nu)
assert abs(circle_exponent - 2 / 3) < 1e-5
assert abs(circle_low / 1e-5 ** (2 / 3) / coef_circle - 1) < 2e-3

# ---- tests: bending at the clamped edge ----------------------------------
for thinner in (1, 5):
    load, ratio = q * thinner, h / a / thinner
    layer = ratio / np.sqrt(12 * strip_tension(load))
    n_bend, edge_ratio = clamped_strip(load, ratio)
    assert abs(n_bend / strip_tension(load) - (1 - 1.5 * layer)) < 10 * layer**2
    assert abs(edge_ratio / (3 * np.sqrt(2)) - 1) < 2 * layer
n_clamped, edge_ratio = clamped_strip(q, h / a)
layer = h / a / np.sqrt(12 * n_strip)

# ---- tests: texture -------------------------------------------------------
v = np.array
m111 = textured_modulus(c11, c12, c44, v([1., -1, 0]), v([1., 1, -2]))
m100 = textured_modulus(c11, c12, c44, v([1., 0, 0]), v([0., 1, 0]))
for pair in (m111, m100):
    assert abs(pair[0] / pair[1] - 1) < 1e-9

# ---- worked example -------------------------------------------------------
stress = n_strip * Ep
estimate = (E * h * p**2 * a**2) ** (1 / 3)
coef_strip = n_strip * Ep * h / estimate
with_res = tension_with_initial(stress, residual)
with_heat = tension_with_initial(stress, thermal)
p_cross = p * (residual / stress) ** 1.5
edge_factor = 1 + 3 * np.sqrt(2)
p_edge = p * (yield_stress / edge_factor / stress) ** 1.5
p_body = p * (yield_stress / stress) ** 1.5
n_arc, phi = arc_solution(q)

print(f"Young's modulus E (rough): {E/1e9:.0f} GPa; Poisson ratio: {nu:.2f}")
print(f"strip modulus E': {Ep/1e9:.1f} GPa")
print(f"thickness: {h*1e9:.0f} nm; half-width: {a*1e6:.0f} um")
print(f"pressure: {p/1e3:.1f} kPa; load p a/(E' h): {q:.3e}")
print(f"bare estimate of tension: {estimate:.2f} N/m")
print(f"bare estimate of stress: {estimate/h/MPa:.1f} MPa")
print(f"strip coefficient C: {coef_strip:.4f}")
print(f"circle centre coefficient C: {coef_circle:.4f}")
print(f"strip tension: {stress*h:.2f} N/m")
print(f"strip stress, formula: {stress/MPa:.2f} MPa")
print(f"strip stress, bar chain: {n_chain*Ep/MPa:.2f} MPa")
print(f"strip strain: {n_strip:.3e}")
print(f"sag, formula: {sag*a*1e6:.2f} um; bar chain: {sag_chain*a*1e6:.2f} um")
print(f"sag / thickness: {sag*a/h:.1f}")
print(f"edge slope p a/N: {q/n_strip:.4f} rad")
print(f"exponent, bar chain: {chain_exponent:.4f}")
print(f"exponent, circle energy solution: {circle_exponent:.4f}")
print(f"tension ratio for doubled pressure, chain: {n_double/n_chain:.4f}")
print(f"stress at doubled pressure, chain: {n_double*Ep/MPa:.2f} MPa")
print(f"residual stress (rough): {residual/MPa:.0f} MPa")
print(f"stress with residual stress: {with_res/MPa:.2f} MPa")
print(f"local exponent with it: {local_exponent(with_res, residual):.3f}")
print(f"pressure where stretching = residual: {p_cross/1e3:.3f} kPa")
print(f"expansion difference (rough): {expansion_difference:.1e} 1/K")
print(f"warming: {warming:.0f} K; thermal stress: {thermal/MPa:.2f} MPa")
print(f"stress after warming: {with_heat/MPa:.2f} MPa")
print(f"local exponent after warming: {local_exponent(with_heat, thermal):.3f}")
print(f"cubic constants C11, C12, C44 (rough): {c11/1e9:.0f}, "
      f"{c12/1e9:.0f}, {c44/1e9:.0f} GPa")
for name, mod in (("(111) film", m111[0]), ("(100) film, [100] across", m100[0])):
    change = 100 * ((mod / Ep) ** (1 / 3) - 1)
    print(f"{name}: E' {mod/1e9:.1f} GPa, tension change {change:+.1f} %")
print(f"finite-slope change of tension: {100*(n_arc/n_strip-1):+.3f} %")
print(f"bending layer width: {layer*a*1e6:.2f} um; over a: {layer:.4f}")
print(f"bending change of tension: {100*(n_clamped/n_strip-1):+.2f} %")
print(f"edge bending/membrane stress, computed: {edge_ratio:.3f}")
print(f"edge bending/membrane stress, thin limit: {3*np.sqrt(2):.3f}")
print(f"edge surface stress, computed: "
      f"{n_clamped*Ep*(1+edge_ratio)/MPa:.1f} MPa")
print(f"yield stress (rough): {yield_stress/MPa:.0f} MPa")
print(f"pressure for edge yield (thin limit): {p_edge/1e3:.2f} kPa")
print(f"pressure for yield of the whole film: {p_body/1e3:.1f} kPa")
print("OK")
```

Printed output:

```
Young's modulus E (rough): 78 GPa; Poisson ratio: 0.44
strip modulus E': 96.7 GPa
thickness: 500 nm; half-width: 500 um
pressure: 1.0 kPa; load p a/(E' h): 1.034e-05
bare estimate of tension: 21.36 N/m
bare estimate of stress: 42.7 MPa
strip coefficient C: 0.5912
circle centre coefficient C: 0.4505
strip tension: 12.63 N/m
strip stress, formula: 25.26 MPa
strip stress, bar chain: 25.27 MPa
strip strain: 2.612e-04
sag, formula: 9.90 um; bar chain: 9.90 um
sag / thickness: 19.8
edge slope p a/N: 0.0396 rad
exponent, bar chain: 0.6669
exponent, circle energy solution: 0.6667
tension ratio for doubled pressure, chain: 1.5876
stress at doubled pressure, chain: 40.11 MPa
residual stress (rough): 10 MPa
stress with residual stress: 29.07 MPa
local exponent with it: 0.567
pressure where stretching = residual: 0.249 kPa
expansion difference (rough): 1.2e-05 1/K
warming: 5 K; thermal stress: -8.36 MPa
stress after warming: 22.76 MPa
local exponent after warming: 0.732
cubic constants C11, C12, C44 (rough): 192, 163, 42 GPa
(111) film: E' 120.9 GPa, tension change +7.7 %
(100) film, [100] across: E' 53.6 GPa, tension change -17.9 %
finite-slope change of tension: +0.024 %
bending layer width: 8.93 um; over a: 0.0179
bending change of tension: -2.72 %
edge bending/membrane stress, computed: 4.342
edge bending/membrane stress, thin limit: 4.243
edge surface stress, computed: 131.3 MPa
yield stress (rough): 200 MPa
pressure for edge yield (thin limit): 1.86 kPa
pressure for yield of the whole film: 22.3 kPa
OK
```
